# Positronium ground-state hyperfine interval from magnetic contact and virtual annihilation

## Problem

Positronium is an electron and a positron bound by their Coulomb attraction. In its 1s ground state the total spin \(S\) is 0 (singlet) or 1 (triplet). Show that, to leading order in the fine-structure constant \(\alpha\),

\[
\Delta E=E(S=1)-E(S=0)=\left(\frac13+\frac14\right)\alpha^4mc^2=\frac{7}{12}\,\alpha^4mc^2 ,
\]

where the first term comes from the magnetic spin-spin contact interaction and the second from virtual annihilation into one photon. Proceed as follows.

(a) Find the nonrelativistic ground state and its density at zero separation.

(b) Decide which terms of the Breit-Pauli Hamiltonian can separate the two spin states, and derive the spin-spin contribution.

(c) Derive the contribution of virtual one-photon annihilation in Coulomb gauge.

(d) Evaluate the interval in hartree and in GHz, and state what limits its accuracy.

(e) Replace the positron by a positive spin-1/2 Dirac particle of mass \(M\) that cannot annihilate with the electron. How does the interval depend on \(M\)?

Use Hartree atomic units with Gaussian electromagnetic fields, so that \(\hbar=m=e=1\) and \(c=1/\alpha\). One hartree is \(\alpha^2mc^2\), and therefore \(\alpha^4mc^2\) is \(\alpha^2\) hartree.

## Solution

### (a) The density at contact

Let \(\mathbf r=\mathbf r_e-\mathbf r_p\). In the centre-of-mass frame the particles have momenta \(\mathbf p\) and \(-\mathbf p\), so the kinetic energy is \(p^2/2+p^2/2=p^2\), and

\[
H_0=-\nabla^2-\frac1r .
\]

Try \(\psi=Ne^{-\kappa r}\). For a spherical function \(\nabla^2\psi=\psi''+2\psi'/r=(\kappa^2-2\kappa/r)\psi\), hence

\[
H_0\psi=\left(-\kappa^2+\frac{2\kappa-1}{r}\right)\psi .
\]

The \(1/r\) term must vanish, which gives \(\kappa=1/2\) and \(E_0=-1/4\). Normalization requires

\[
1=4\pi N^2\int_0^\infty r^2e^{-r}\,dr=8\pi N^2,
\qquad
|\psi(0)|^2=\frac1{8\pi}.
\]

With an infinitely heavy positive charge, \(\kappa\) would be 1 and the density \(1/\pi\). The reduced mass of 1/2 doubles the length scale and so divides the contact density by eight.

### (b) The spin-spin contribution

**Selecting the terms.** The mass-velocity, Darwin and orbit-orbit terms contain no spin. Both spin states have the same spatial function, so these terms shift them equally. Each spin-orbit term contains the orbital angular momentum \(\mathbf L\), and \(\mathbf L\psi=0\) for an s state. The magnetic spin-spin term remains. Annihilation is a separate process, possible because the two particles are antiparticles of each other.

**Magnetic moments.** A Dirac particle of charge \(q\) in a vector potential \(\mathbf A\) has the kinetic momentum \(\boldsymbol\pi=\mathbf p-q\mathbf A/c\). Eliminating the small components at low velocity leaves \((\boldsymbol\sigma\cdot\boldsymbol\pi)^2/2\). The product rule for Pauli matrices gives

\[
\frac{(\boldsymbol\sigma\cdot\boldsymbol\pi)^2}{2}
=\frac{\pi^2}{2}+\frac i2\,\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi).
\]

The cross product is not zero, because \(\mathbf p=-i\nabla\) does not commute with \(\mathbf A\):

\[
\boldsymbol\pi\times\boldsymbol\pi
=-\frac qc(\mathbf p\times\mathbf A+\mathbf A\times\mathbf p)
=\frac{iq}{c}\,\nabla\times\mathbf A=\frac{iq}{c}\mathbf B .
\]

The spin term is therefore \(-(q/2c)\boldsymbol\sigma\cdot\mathbf B=-(q/c)\mathbf s\cdot\mathbf B\), and the moment is \(\boldsymbol\mu=q\mathbf s/c\). Charge conjugation turns the negative-energy electron solutions into positive-energy solutions of the same equation with \(q=+1\). Hence

\[
\boldsymbol\mu_e=-\alpha\mathbf s_e,\qquad
\boldsymbol\mu_p=+\alpha\mathbf s_p .
\]

**Field of the positron's moment.** The vector potential of a point dipole is \(\mathbf A=\nabla\times(\boldsymbol\mu_p/r)\). With \(\nabla\times\nabla\times=\nabla\nabla\cdot-\nabla^2\),

\[
B_i=\sum_j\mu_{p,j}\,\partial_i\partial_j\frac1r-\mu_{p,i}\nabla^2\frac1r .
\]

Since \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\), the second term is \(+4\pi\mu_{p,i}\delta(\mathbf r)\). The trace of \(\partial_i\partial_j(1/r)\) is also \(-4\pi\delta(\mathbf r)\), and rotational symmetry divides it equally among the three diagonal elements:

\[
\partial_i\partial_j\frac1r
=-\frac{4\pi}{3}\delta_{ij}\delta(\mathbf r)
+\frac{3r_ir_j-r^2\delta_{ij}}{r^5}.
\]

The last term is understood with a small sphere around the origin removed. It is traceless, and its angular average is zero because \(r_ir_j\) averages to \(r^2\delta_{ij}/3\). It therefore drops out for the spherical density \(|\psi|^2\). The rest is

\[
\mathbf B_{\rm contact}
=\left(4\pi-\frac{4\pi}{3}\right)\boldsymbol\mu_p\,\delta(\mathbf r)
=\frac{8\pi}{3}\boldsymbol\mu_p\,\delta(\mathbf r).
\]

**Energy.** The electron's moment has energy \(-\boldsymbol\mu_e\cdot\mathbf B\) in this field. The minus sign in \(\boldsymbol\mu_e\) cancels the one in the energy:

\[
H_{ss}=\frac{8\pi}{3}\alpha^2\,\mathbf s_e\cdot\mathbf s_p\,\delta(\mathbf r).
\]

From \(\mathbf S=\mathbf s_e+\mathbf s_p\),

\[
\mathbf s_e\cdot\mathbf s_p=\frac12\left[S(S+1)-\frac34-\frac34\right]
=\begin{cases}+1/4,&S=1\\-3/4,&S=0.\end{cases}
\]

The two values differ by 1, so

\[
\Delta E_{ss}=\frac{8\pi}{3}\alpha^2\cdot\frac1{8\pi}=\frac{\alpha^2}{3}.
\]

The triplet lies higher. The contact field is parallel to the moment that produces it, so parallel moments lower the energy. As the charges are opposite, parallel moments mean antiparallel spins.

### (c) The annihilation contribution

The pair can disappear into a virtual photon and be created again. It can also disappear and reappear through the instantaneous Coulomb interaction. Coulomb gauge contains both processes, and both are needed.

**Amplitude for the pair to vanish.** Let \(u\) be the electron spinor and \(v\) the negative-energy spinor associated with the positron. Define the dimensionless amplitudes

\[
\mathbf J=v^\dagger\boldsymbol\alpha u,\qquad \rho=v^\dagger u ,
\]

where \(\boldsymbol\alpha\) denotes the Dirac matrices. For a general spin state they are summed with its spin coefficients. The relative momentum in the atom is of order 1, while \(mc\) is \(1/\alpha\), so at leading order the spinors do not depend on it. The sum of the momentum-space wave function over all relative momenta is then \(\psi(0)\): the particles annihilate at zero separation.

Give the atom a small total momentum \(\mathbf K\) in a box of volume \(V\), and let \(K\to0\) at the end. The centre-of-mass function \(e^{i\mathbf K\cdot\mathbf R}/\sqrt V\), integrated against the photon wave \(e^{-i\mathbf K\cdot\mathbf R}\), gives \(\sqrt V\). A photon of frequency \(\omega=cK\) has the vector-potential amplitude \(\sqrt{2\pi c^2/(\omega V)}\). The Dirac coupling \(-q\,\boldsymbol\alpha\cdot\mathbf A\) with \(q=-1\) thus gives, for polarization \(\boldsymbol\epsilon\), a matrix element of squared magnitude

\[
|\mathcal M|^2=\frac{2\pi c^2}{\omega}\,|\boldsymbol\epsilon\cdot\mathbf J|^2\,|\psi(0)|^2 ,
\]

from which the volume has cancelled.

**Transverse photons.** Let \(E\) be the total energy of the pair, rest energy included. Second-order perturbation theory has two time orderings:

- The pair annihilates first. The intermediate state is one photon, and the energy denominator is \(E-\omega\).
- The final pair is created first, together with a photon, and the initial pair then annihilates by absorbing that photon. The intermediate energy is \(2E+\omega\), and the denominator is \(E-(2E+\omega)=-(E+\omega)\).

Each pair is created or removed by two fermion operators, so reordering the two events brings no sign. The sum is

\[
\frac1{E-\omega}-\frac1{E+\omega}=\frac{2\omega}{E^2-\omega^2}.
\]

The factor \(\omega\) cancels the \(1/\omega\) in \(|\mathcal M|^2\), so the limit \(K\to0\) is finite. Summed over the two polarizations,

\[
\Delta E_T=|\psi(0)|^2\,\frac{4\pi c^2|\mathbf J_T|^2}{E^2-\omega^2},
\]

where \(\mathbf J_T\) is the part of \(\mathbf J\) perpendicular to \(\mathbf K\).

**Coulomb part.** The Coulomb energy is half the double integral of charge density times charge density over distance. One density removes the pair and the other restores it. The two ways of assigning these roles cancel the factor 1/2. As the Fourier transform of \(1/r\) is \(4\pi/K^2\),

\[
\Delta E_C=|\psi(0)|^2\,\frac{4\pi|\rho|^2}{K^2}.
\]

This does not vanish as \(K\to0\), because \(\rho\) is itself proportional to \(K\). The current density belonging to \(\rho\) is \(c\mathbf J\), and the amplitudes vary as \(e^{i(\mathbf K\cdot\mathbf R-Et)}\), so charge conservation reads

\[
-iE\rho+ic\,\mathbf K\cdot\mathbf J=0,
\qquad
\frac{|\rho|^2}{K^2}=\frac{c^2|\hat{\mathbf K}\cdot\mathbf J|^2}{E^2}.
\]

The Coulomb part thus supplies the component of \(\mathbf J\) along \(\mathbf K\). For \(K\to0\), \(\omega\to0\) and \(E\to2c^2\); the binding energy changes \(E\) by a relative amount of order \(\alpha^2\) and is dropped. Both parts then have the factor \(4\pi c^2/(2c^2)^2=\pi/c^2=\pi\alpha^2\), and

\[
\Delta E_{\rm ann}=\pi\alpha^2|\psi(0)|^2\sum_{i=x,y,z}|J_i|^2 .
\]

The direction of \(\mathbf K\) has dropped out, as it must for an atom at rest.

**Spin dependence.** At rest the electron spinor is \(u=(\chi_e,0)\). Charge conjugation of a positron state with spin \(\chi_p\) gives \(v=(0,-i\sigma_y\chi_p^*)\). The matrix \(-i\sigma_y\) is real and antisymmetric, so its adjoint is \(i\sigma_y\), and

\[
J_i=\chi_p^T\,(i\sigma_y\sigma_i)\,\chi_e .
\]

Multiplying out the matrices,

\[
i\sigma_y\sigma_x=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
i\sigma_y\sigma_y=\begin{pmatrix}i&0\\0&i\end{pmatrix},\quad
i\sigma_y\sigma_z=\begin{pmatrix}0&-1\\-1&0\end{pmatrix}.
\]

All three are symmetric, so the antisymmetric singlet has \(\mathbf J=0\). This agrees with rotational symmetry: a spin-zero state at rest offers no direction in which a vector could point. For the triplet,

\[
\begin{aligned}
\uparrow\uparrow:&\quad \mathbf J=(1,\,i,\,0),\\
(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2:&\quad \mathbf J=(0,\,0,\,-\sqrt2),\\
\downarrow\downarrow:&\quad \mathbf J=(-1,\,i,\,0).
\end{aligned}
\]

Each has \(\sum_i|J_i|^2=2\), and the three complex vectors are mutually orthogonal, so annihilation does not mix the triplet states. Since \(3/4+\mathbf s_e\cdot\mathbf s_p\) equals 1 in the triplet and 0 in the singlet, the result can be written as an operator:

\[
H_{\rm ann}=2\pi\alpha^2\left(\frac34+\mathbf s_e\cdot\mathbf s_p\right)\delta(\mathbf r).
\]

The singlet is not shifted, and the triplet rises by

\[
\Delta E_{\rm ann}=2\pi\alpha^2\cdot\frac1{8\pi}=\frac{\alpha^2}{4}.
\]

The positive sign has two sources. In the transverse part, the one-photon state lies \(E-\omega\) below the pair and pushes it up, while the intermediate state of the second ordering lies \(E+\omega\) above it and pushes it down. The two pushes nearly cancel; the lower state is the closer one, so the remainder \(2\omega/(E^2-\omega^2)\) is positive. The Coulomb part is positive because it is \(|\rho|^2\) times the positive factor \(4\pi/K^2\).

The Coulomb part is essential here. With \(\mathbf K\) along \(z\), transverse photons alone would leave the middle triplet state unshifted and split the triplet of an atom at rest. The numerical eigenvalues show this. In units of \(2\pi\), the coefficients of \(\alpha^2\delta(\mathbf r)\) are 0, 0, 1, 1 for transverse photons alone and 0, 1, 1, 1 with the Coulomb part.

### (d) The interval and its accuracy

Adding the two contributions,

\[
\Delta E=\frac{\alpha^2}{3}+\frac{\alpha^2}{4}
=\frac{7}{12}\alpha^2\ \text{hartree}
=\frac{7}{12}\alpha^4mc^2 ,
\]

which is the required result. The numbers 1/3 and 1/4 are coefficients of \(\alpha^4mc^2\). As shares of the interval, the contributions are \(4/7\approx0.571\) and \(3/7\approx0.429\).

With \(\alpha=0.00729735\),

\[
\begin{aligned}
\Delta E_{ss}&=1.775\times10^{-5}\ \text{hartree},\\
\Delta E_{\rm ann}&=1.331\times10^{-5}\ \text{hartree},\\
\Delta E&=3.106\times10^{-5}\ \text{hartree}.
\end{aligned}
\]

One hartree corresponds to \(6.5797\times10^6\) GHz, so

\[
\frac{\Delta E}{h}=3.106\times10^{-5}\times6.5797\times10^6\ \text{GHz}\approx204\ \text{GHz}.
\]

The formula omits the anomalous magnetic moments, virtual annihilation into two photons and other radiative and recoil corrections. They begin at relative order \(\alpha\), about 0.7%, which here means a scale of 1.5 GHz. This is an estimate of size, not a bound. A shift of this size already reaches the third digit, so the leading-order value fixes the interval only to within a gigahertz or two; the measured interval is about 203.4 GHz. The further digits above are kept only for the arithmetic.

The numerical output supports the factors by separate routes. Diagonalizing \(H_0\) on a radial grid gives a contact density of 0.039788 bohr\(^{-3}\), against \(1/(8\pi)=0.039789\) bohr\(^{-3}\). A Gaussian-smeared dipole, averaged over the 1s density and extrapolated linearly to zero width from two small widths, gives a spin-spin interval of \(0.33333\,\alpha^2\). Photon exchange between full Dirac spinors, which assumes neither the Pauli moments nor the contact field, gives \(0.33332\,\alpha^2\). The spinor calculation of annihilation gives \(0.24999\,\alpha^2\), and diagonalizing the sum in the four-dimensional spin space gives \(0.58331\,\alpha^2\), against \(7/12=0.58333\). The spinor calculations use a momentum transfer and a total pair momentum of \(0.01\,mc\) instead of the limit zero, which allows corrections of relative order \((0.01)^2=10^{-4}\). They are also multiplied by the grid contact density rather than by \(1/(8\pi)\), which adds its small grid error. The combined deviations, relative to the exact coefficients, are below \(10^{-4}\).

The derivation is specific to s states. For \(L>0\) the nonrelativistic density at contact vanishes, and both delta-function terms with it, while the spin-orbit terms and the traceless dipole term can contribute in the triplet states. In the singlet states their expectation values remain zero.

### (e) A positive partner of mass \(M\)

Let \(M\) be measured in electron masses. Two things change in part (b). The Pauli reduction now divides by \(2M\) instead of 2, so the partner's moment is \(\alpha\mathbf s/M\). The reduced mass is \(\mu=M/(1+M)\), and the calculation of part (a) with kinetic energy \(p^2/(2\mu)\) gives \(\kappa=\mu\) and \(|\psi(0)|^2=\kappa^3/\pi=\mu^3/\pi\). Without annihilation the interval is

\[
\Delta E(M)=\frac{8\pi}{3}\,\frac{\alpha^2}{M}\,\frac{\mu^3}{\pi}
=\frac{8\alpha^2}{3}\,\frac{M^2}{(1+M)^3}.
\]

For \(M=1\) the last fraction is 1/8, and the value \(\alpha^2/3\) of part (b) returns. For \(M\gg1\),

\[
\Delta E(M)\to\frac{8\alpha^2}{3M}.
\]

A heavy partner thus has a hyperfine interval smaller than the fine-structure scale \(\alpha^2\) by a factor of order \(1/M\), because its magnetic moment is small. In positronium both moments are of full size, so the hyperfine interval is itself of order \(\alpha^2\) hartree. Virtual annihilation enters at the same order, and without it the calculated interval would be \(\alpha^2/3\), only 4/7 of the leading-order result.

## Computed results

```
fine-structure constant (no unit): 0.0072973526
hartree/h (GHz): 6579683.9205
grid ground-state energy (hartree): -0.249998
grid contact density (bohr^-3): 0.039788
formula contact density (bohr^-3): 0.039789
smeared-dipole interval / alpha^2 (hartree): 0.33333
spinor exchange interval / alpha^2 (hartree): 0.33332
spinor annihilation interval / alpha^2 (hartree): 0.24999
spinor total interval / alpha^2 (hartree): 0.58331
annihilation kernel eigenvalues / (2 pi), no unit:
  transverse photons only: 0.0000 0.0000 1.0000 1.0000
  with Coulomb part: 0.0000 1.0000 1.0000 1.0000
spin-spin contribution (hartree): 1.775045e-05
annihilation contribution (hartree): 1.331284e-05
spin-spin share of interval (no unit): 0.5714
annihilation share of interval (no unit): 0.4286
leading-order interval (hartree): 3.106329e-05
leading-order interval / h (GHz): 204.387
```
